# Phase-Averaged Landau-Zener Capture at a Crossing Traversed Twice

## Result and scope

Let two diabatic channels cross at separation $R_x$. Channel 1 is the projectile and target before electron capture; channel 2 is the pair after it. A collision that reaches inside $R_x$ passes it once on the way in and once on the way out. If $p$ is the probability of staying in the same diabatic channel during one passage, the phase-averaged probability of ending in channel 2 is

$$\bar P=2p(1-p)\le\tfrac12,\qquad p=\exp\!\left(-\frac{2\pi V^2}{\alpha}\right). \tag{1}$$

Here $V$ is the real coupling between the channels and $\alpha=|d(E_1-E_2)/dt|$ at the crossing. Atomic units are used in the algebra, so $\hbar=1$.

Equation (1) assumes equal $p$ at both passages, passages separate enough to be treated one after the other, and a uniformly distributed relative phase. The bound applies to the average: at a fixed phase, capture can reach certainty. The nuclei follow a prescribed path, and all other electronic channels are left out.

## One passage

Removing the mean energy of the channels changes only a common phase. Near the crossing, choose the time origin and labels so that $E_1-E_2=\alpha t$ with $\alpha>0$. The amplitudes obey

$$i\dot c_1=\frac{\alpha t}{2}c_1+Vc_2,\qquad
i\dot c_2=Vc_1-\frac{\alpha t}{2}c_2. \tag{2}$$

Set $c_1=a_1e^{-i\alpha t^2/4}$ and $c_2=a_2e^{i\alpha t^2/4}$. Differentiating these phases cancels the diagonal terms and leaves

$$\dot a_1=-iVe^{i\alpha t^2/2}a_2,\qquad
\dot a_2=-iVe^{-i\alpha t^2/2}a_1. \tag{3}$$

With $\delta=V^2/\alpha$, a solution is

$$a_2=\int_C\omega^{i\delta}e^{-i(\omega-\alpha t)^2/(2\alpha)}d\omega, \tag{4}$$

$$a_1=-V\int_C\omega^{i\delta-1}e^{i\omega t-i\omega^2/(2\alpha)}d\omega. \tag{5}$$

The contour $C$ comes from infinity in the direction $e^{3\pi i/4}$, passes below $\omega=0$, and leaves in the direction $e^{-i\pi/4}$. At both ends the integrand falls as a Gaussian. The argument of $\omega$ is continuous along $C$: it starts at $-5\pi/4$ and ends at $-\pi/4$.

Both equations in (3) can be checked directly. Differentiating (5) brings down $i\omega$, so

$$\dot a_1=-iV\int_C\omega^{i\delta}e^{i\omega t-i\omega^2/(2\alpha)}d\omega .$$

Since $-(\omega-\alpha t)^2/(2\alpha)=-\omega^2/(2\alpha)+\omega t-\alpha t^2/2$, the integral is $e^{i\alpha t^2/2}a_2$, which is the first equation. For the second, write $g=e^{-i(\omega-\alpha t)^2/(2\alpha)}$. Then $\partial_t g=i(\omega-\alpha t)g=-\alpha\,\partial_\omega g$. Integration by parts, with vanishing end terms, gives

$$\dot a_2=-\alpha\int_C\omega^{i\delta}\partial_\omega g\,d\omega
=i\alpha\delta\int_C\omega^{i\delta-1}g\,d\omega .$$

Because $\alpha\delta=V^2$, equation (5) turns the right side into $-iVe^{-i\alpha t^2/2}a_1$, as required.

**Early times.** For $t<0$, move $C$ to the line $\omega=\alpha t+xe^{-i\pi/4}$, with $x$ real. This line also passes below the origin, so no singularity is crossed. On it, $g=e^{-x^2/(2\alpha)}$. As $t\to-\infty$, the argument of $\omega$ tends to $-\pi$ at any fixed $x$. The phase of $\omega^{i\delta}$ is $\delta\ln|\omega|$, and its difference from $\delta\ln(\alpha|t|)$ tends to zero. The phase therefore becomes common to all $x$ and drops out of the modulus of the integral. Since $|\omega^{i\delta}|=e^{-\delta\arg\omega}$,

$$|a_2(-\infty)|=e^{\pi\delta}\int_{-\infty}^{\infty}e^{-x^2/(2\alpha)}dx
=e^{\pi\delta}\sqrt{2\pi\alpha}. \tag{6}$$

The limit may be taken inside the integral because $|\omega^{i\delta}|\le e^{5\pi\delta/4}$ on the line. The line stays at least $\alpha|t|/\sqrt2$ from the origin, so the extra factor $1/\omega$ in (5) makes $a_1$ vanish as $1/|t|$. The solution therefore starts purely in channel 2.

**Late times.** For $t>0$, the same line passes above the origin. Place the branch cut along $\omega=re^{3\pi i/4}$, $r>0$. The original contour equals the new line plus a loop that comes in along the lower side of the cut and returns along its upper side. On the cut,

$$|g|=e^{-r^2/(2\alpha)-tr/\sqrt2}.$$

The power $\omega^{i\delta}$ is bounded, so the loop contributes at most a constant times $\int_0^\infty e^{-tr/\sqrt2}dr=\sqrt2/t$ to $a_2$. This vanishes at late times. On the line, $\arg\omega\to0$ and the phase of $\omega^{i\delta}$ again becomes common to all $x$, and hence $|a_2(+\infty)|=\sqrt{2\pi\alpha}$. Dividing by (6) and squaring gives

$$p=\frac{|a_2(+\infty)|^2}{|a_2(-\infty)|^2}=e^{-2\pi\delta}
=e^{-2\pi V^2/\alpha}. \tag{7}$$

The evolution is unitary. In a unitary $2\times2$ matrix $U$, normalization of the second row and first column gives $|U_{22}|^2=1-|U_{21}|^2=|U_{11}|^2$. Survival is thus the same for a start in channel 1. A reversed slope exchanges the labels in (2), so it too leaves $p$ unchanged.

Direct evolution of (2) for $\alpha=1$ and $\delta=0.11$ gives $p=0.5010$, in agreement with (7) to the four digits shown.

## Two passages and their phase

Let $A$ and $B$ be the evolution matrices of the first and second passages. Starting in channel 1, there are two routes to channel 2: stay and then switch, or switch and then stay. If $\phi_1$ and $\phi_2$ are the phases accumulated in the two channels between passages, the final amplitude is

$$B_{21}e^{-i\phi_1}A_{11}+B_{22}e^{-i\phi_2}A_{21}.$$

For equal passages, $|A_{11}|=|B_{22}|=\sqrt p$ and $|A_{21}|=|B_{21}|=\sqrt{1-p}$. Each route has amplitude modulus $\sqrt{p(1-p)}$. With $\theta$ the total phase between the routes,

$$P=p(1-p)|1+e^{i\theta}|^2
=2p(1-p)(1+\cos\theta). \tag{8}$$

The phase $\theta$ contains the dynamical phase between the crossings and the phases of the passage matrices. A uniform distribution over a cycle has $\langle\cos\theta\rangle=0$, so the average is $2p(1-p)$. It is the sum of the two route probabilities without interference. The bound follows by completing a square:

$$\frac12-2p(1-p)=\frac12(1-4p+4p^2)=\frac12(1-2p)^2\ge0. \tag{9}$$

Equality requires $p=1/2$. For $p\to1$, the electron rarely transfers at either passage and $\bar P\simeq2(1-p)$. For $p\to0$, it transfers at nearly every passage: capture on the way in is undone on the way out, and $\bar P\simeq2p$.

At fixed phase, (8) ranges from zero to $4p(1-p)$, which is one for $p=1/2$. More generally, if $p$ is fixed but the phase is not uniform,

$$\langle P\rangle=2p(1-p)\left(1+\langle\cos\theta\rangle\right). \tag{10}$$

At $p=1/2$, any positive $\langle\cos\theta\rangle$ takes the mean above one half.

If the passages have different survival probabilities $p_1$ and $p_2$, the incoherent sum is

$$\bar P=p_1(1-p_2)+p_2(1-p_1),\qquad
\bar P-\frac12=-\frac12(1-2p_1)(1-2p_2). \tag{11}$$

It exceeds one half when one probability is above one half and the other below.

These statements were tested with $E_1-E_2=(t^2-\tau^2)/(2\tau)$, which has unit slope magnitude at $t=\pm\tau$. The delay was scanned over eight cycles of dynamical phase, starting at $\tau=12$. For $p=0.5$ at both passages, the mean was 0.4999 and the largest single value 1.0000. For $p_1=0.9$ and $p_2=0.2$, the mean was 0.7392, against 0.7400 from (11).

## Coulomb crossing and cross section

Consider $A^{2+}+B\to A^++B^+$. Take a flat entrance energy, $E_1=0$, and an exit energy $E_2=-\Delta E+1/R$, where $\Delta E$ is the energy released at infinite separation. The energies cross at $R_x=1/\Delta E$, and

$$E_1-E_2=\frac1{R_x}-\frac1R,\qquad
\left.\frac{d(E_1-E_2)}{dR}\right|_{R_x}=\frac1{R_x^2}. \tag{12}$$

On a straight path with speed $v$ and impact parameter $b$, $R=\sqrt{b^2+v^2t^2}$ and $\dot R=v^2t/R$. At the crossing, $v|t|=\sqrt{R_x^2-b^2}$, so the radial speed is $v\sqrt{1-b^2/R_x^2}$ both inward and outward. Multiplying by the slope in (12) gives $\alpha$, and therefore

$$p(b)=\exp\!\left[-\frac{w}{\sqrt{1-b^2/R_x^2}}\right],\qquad
w=\frac{2\pi V^2R_x^2}{v}
=\frac{2\pi}{v}\left(\frac{V}{\Delta E}\right)^2. \tag{13}$$

In the last form $v$ is in atomic units, while $V$ and $\Delta E$ may share any energy unit.

The cross section is $\sigma=2\pi\int_0^{R_x}2p(1-p)\,b\,db$. Put $s=(1-b^2/R_x^2)^{-1/2}$. Then $b^2=R_x^2(1-s^{-2})$ and $b\,db=R_x^2s^{-3}ds$, so

$$\sigma=4\pi R_x^2\int_1^\infty\frac{e^{-ws}-e^{-2ws}}{s^3}ds
=4\pi R_x^2[E_3(w)-E_3(2w)], \tag{14}$$

where $E_3(z)=\int_1^\infty e^{-zs}s^{-3}ds$. Since the integrand over $b$ obeys (9), this expression cannot exceed $\pi R_x^2/2$. Its maximum is lower, $0.452\,\pi R_x^2$ at $w=0.424$, because $p$ depends on $b$ and cannot equal one half throughout the disk.

For small $w$, $E_3(w)\simeq\frac12-w$, which gives $\sigma\simeq4\pi R_x^2w$, proportional to $1/v$ at fixed coupling. For large $w$, $E_3(w)\simeq e^{-w}/w$, so slow collisions are exponentially suppressed within this model.

## When phase averaging is justified

The dynamical phase between the crossings is

$$\Phi=\int_{-T}^{T}\left(\frac1R-\frac1{R_x}\right)dt,\qquad
vT=\sqrt{R_x^2-b^2}.$$

The first term integrates to $(2/v)\operatorname{arsinh}(vT/b)$, which equals $(2/v)\operatorname{arcosh}(R_x/b)$. The second gives $2T/R_x$. Thus

$$\Phi=\frac2v\left[\operatorname{arcosh}\frac{R_x}{b}
-\sqrt{1-\frac{b^2}{R_x^2}}\right]. \tag{15}$$

Averaging over impact parameter works if $\Phi$ runs through several cycles while $p$ changes little within each. It fails near the rim of the disk. With $y=\sqrt{1-b^2/R_x^2}$, the first term in brackets is $\operatorname{artanh}y=y+y^3/3+\cdots$, so

$$\Phi\simeq\frac{2y^3}{3v}\qquad(y\ll1). \tag{16}$$

The phase is below one radian for $y^2<(3v/2)^{2/3}$. As $y^2$ is the fraction of the disk's area outside $b$, the badly averaged area shrinks only as $v^{2/3}$.

The passages must also be separate. Equation (2) has the natural time $\alpha^{-1/2}$, during which a head-on projectile travels

$$\ell=\frac{v}{\sqrt{v/R_x^2}}=R_x\sqrt v. \tag{17}$$

Away from head-on, the lower radial speed lengthens it to $\ell/\sqrt y$, with $y$ as above. This should be small compared with the half-chord $R_xy$, which requires $y^3\gg v$. The condition therefore fails near the rim. For strong coupling, the time $V/\alpha$ must be short as well.

A slow collision shows the averaging at work. With $v=0.010$ atomic units and $w=0.482$, the two-state equation on the curved Coulomb energies gives a mean capture probability of 0.49 over $b^2<0.8R_x^2$. Equation (13), averaged over the same area, gives 0.488. Refining the grid of impact parameters and lengthening the path moves the two-state mean by about 0.003, so the agreement is meaningful only to that level. The comparison leaves out the rim: over all impact parameters, the two-state cross section at this speed is still about 8% above (14).

## Worked example: a doubly charged beam in residual gas

Take a dopant ion of mass 30 u and energy 4000 eV in a gas of mass 28 u. The energy release is 4.0 eV and the coupling 0.30 eV. These are round model parameters, not computed properties of a particular ion and molecule.

The crossing lies at $R_x=3.60$ angstrom, and the speed is 0.0733 atomic units. Equation (13) gives

$$w=\frac{2\pi}{0.0733}\left(\frac{0.30}{4.0}\right)^2=0.482.$$

For a head-on collision, $p=e^{-0.482}=0.618$ and $\bar P=2(0.618)(0.382)=0.472$. At $b=0.5R_x$, the lower radial speed reduces $p$ to 0.573 and raises $\bar P$ to 0.489. At $b=0.9R_x$, $p=0.331$ lies below one half and $\bar P$ has fallen to 0.443.

Equation (14) gives $\sigma=18.3$ angstrom$^2$, or $1.83\times10^{-15}$ cm$^2$. The bound $\pi R_x^2/2$ is 20.4 angstrom$^2$. With coupling and crossing held fixed, (14) gives 13.4 angstrom$^2$ at 1000 eV and 16.6 angstrom$^2$ at 16000 eV, so the example lies near the maximum.

For gas density $n$ and path length $L$, the fraction of ions that capture at least once is $f=1-e^{-n\sigma L}$. A pressure of $10^{-5}$ Torr at 300 K gives $n=3.22\times10^{11}$ cm$^{-3}$. Over 100 cm,

$$n\sigma L=(3.22\times10^{11})(1.83\times10^{-15})(100)=0.0589,$$

and $f=5.7\%$.

## How far the example departs from the formula

The conditions are only partly met. The phase (15) falls from 25.1 rad at $b=0.3R_x$ to 0.85 rad at $b=0.9R_x$, a change of about four cycles. The estimate after (16) puts about 23% of the disk's area below one radian; the full phase (15) gives 21%. The crossing length (17) is 0.97 angstrom, more than a quarter of $R_x$.

Solving the two-state equation along the whole path, with constant coupling and $b^2$ up to $3R_x^2$, gives 25.7 angstrom$^2$. This is 40% above (14) and also above $\pi R_x^2/2$. Changing the grid of impact parameters and the length of the path moves the two-state cross sections by up to about 0.2 angstrom$^2$. There is no contradiction: that bound was derived for uniformly averaged phases and separate passages. Of the total, 2.9 angstrom$^2$ comes from $b>R_x$, where the energies never cross and (14) assigns no capture. The remaining 22.8 angstrom$^2$ from inside the disk still exceeds the bound. Incomplete averaging and merging passages both act there; the calculation does not separate their shares.

The changed fraction rises from 5.7% to 7.9%. For an implementation at these speeds, the two-state equation should therefore replace (14) if an error of this size matters.

Other omissions were sized one at a time:

- **Coupling that varies with distance.** With $V(R)=V(R_x)(R/R_x)e^{-\kappa(R-R_x)}$ and $\kappa=1.5$ angstrom$^{-1}$, the two-state cross section becomes 26.8 angstrom$^2$, a rise of 4 to 5%. This small net change applies to this coupling law and these parameters.
- **Target polarization.** The doubly charged ion lowers the entrance energy by $2\alpha_d/R^4$, where $\alpha_d$ is the target polarizability. For 2.0 angstrom$^3$, the crossing moves to 3.85 angstrom. Equation (14), labelled Landau-Zener in the numerical output, is then used with this radius and with $w=2\pi V^2/(vS)$, where $S$ is the new slope of $E_1-E_2$ at the crossing. With the coupling held at 0.30 eV, the cross section rises by 15% to 21.1 angstrom$^2$. In the two-state equation, with the polarization energy damped inside about 1 angstrom, the rise is 9 to 10%, depending slightly on the form of damping. Polarization in the exit channel is omitted.
- **Curved paths.** The Coulomb energy at $b=1$ angstrom, divided by the centre-of-mass energy, gives a deflection scale of 0.0075 rad. Screened nuclear repulsion is not included and can be stronger at this distance: for silicon on a single nitrogen atom, the Ziegler-Biersack-Littmark potential gives about 0.05 rad in the centre-of-mass frame and 0.02 rad for the ion in the laboratory, still small angles. At $b=0.5$ angstrom they grow to about 0.3 and 0.1 rad, but smaller impact parameters cover only 2% of the disk.
- **Thermal motion.** The mean gas speed is 0.3% of the beam speed.

The pressure of $10^{-5}$ Torr and the beam energy of 4000 eV are model inputs; the energy was chosen to keep the collision slow. Higher speed increases $\ell/R_x=\sqrt v$, so the two passages are less well separated. Real residual gas is also a mixture of molecules, with several final states and orientation-dependent couplings. Their effect is not sized here, so neither 5.7% nor 7.9% is a prediction for a particular machine.

## Implementing the two-state check

Let $h=(E_1-E_2)/2$ and $\Omega=\sqrt{h^2+V^2}$. The traceless Hamiltonian

$$H=\begin{pmatrix}h&V\\V&-h\end{pmatrix}$$

satisfies $H^2=\Omega^2I$, where $I$ is the unit matrix. Separating the even and odd powers of the exponential series gives

$$e^{-iH\Delta t}=I\cos(\Omega\Delta t)-\frac{i}{\Omega}H\sin(\Omega\Delta t). \tag{18}$$

Evaluating $H$ at the middle of each time step gives a scheme that conserves total probability. The step must resolve changes in $h$ and $V$, and $\Omega\Delta t$ should stay below $\pi$. At $\Omega\Delta t=\pi$ the matrix (18) is $-I$: both eigenstates gain the same phase in a step, and small errors can add up from one step to the next.

If the coupling is still present at the ends of the path, start and finish in eigenstates of $H$. The state that is mostly channel 1 is $(\cos\chi,\sin\chi)$, with $\tan2\chi=V/h$ and $|\chi|<\pi/4$. Capture is the final probability in the orthogonal state $(-\sin\chi,\cos\chi)$. This assumes that the coupling then disappears slowly enough to cause no further transitions.

Values for the remaining test cases are in the numerical output.

## Calculated quantities

```
Contour solution, relative error: 2.1e-07
One passage, delta=0.02: p numeric 0.8819, formula 0.8819
One passage, delta=0.11: p numeric 0.5010, formula 0.5010
One passage, delta=0.30: p numeric 0.1519, formula 0.1518
Two passages p=0.9,0.9: mean 0.1800, formula 0.1800, fringe maximum 0.3598
Two passages p=0.5,0.5: mean 0.4999, formula 0.5000, fringe maximum 1.0000
Two passages p=0.2,0.2: mean 0.3197, formula 0.3200, fringe maximum 0.6418
Two passages p=0.9,0.2: mean 0.7392, formula 0.7400, fringe maximum 0.9797
Slow collision speed: 0.010 atomic units
Slow collision, b^2<0.8 Rx^2: mean 0.4904, formula 0.4880
Ion mass: 30 u; target mass: 28 u
Beam energy: 4000 eV
Energy release: 4.0 eV
Coupling at crossing: 0.30 eV
Speed: 1.604 angstrom/fs
Speed in atomic units: 0.0733
Crossing radius: 3.600 angstrom
Slope difference: 1.111 eV/angstrom
Head-on exponent w: 0.4820
b/Rx=0.0: p=0.6175, mean capture=0.4724
b/Rx=0.5: p=0.5732, mean capture=0.4893
b/Rx=0.9: p=0.3309, mean capture=0.4428
Head-on p=1/2 at beam energy: 1934 eV
Phase at b/Rx=0.3: 25.09 rad
Phase at b/Rx=0.9: 0.85 rad
Dynamic crossing length: 0.975 angstrom
Landau-Zener cross section: 18.30 angstrom^2
Same cross section: 1.830e-15 cm^2
Upper bound pi Rx^2/2: 20.36 angstrom^2
Largest sigma/(pi Rx^2): 0.4524 at w=0.4243
Landau-Zener sigma at 1000 eV: 13.39 angstrom^2
Landau-Zener sigma at 16000 eV: 16.58 angstrom^2
Full two-state sigma: 25.71 angstrom^2
Part from b>Rx: 2.89 angstrom^2
Full/Landau-Zener ratio: 1.405
Coupling decay constant: 1.5 angstrom^-1
Two-state sigma, varying coupling: 26.77 angstrom^2
Target polarizability: 2.0 angstrom^3
Crossing radius with polarization: 3.852 angstrom
Landau-Zener sigma with polarization: 21.09 angstrom^2
Coulomb deflection scale at b=1 angstrom: 0.0075 rad
Thermal speed/beam speed: 0.0030
Pressure: 1.0e-05 Torr; temperature: 300 K
Gas density: 3.219e+11 cm^-3; path: 100 cm
Charge-changed fraction, Landau-Zener: 5.72 %
Charge-changed fraction, full two-state: 7.94 %
```
